# Speed of a long ledge growing by kink pairs

## 1. A count that comes out eight times too high

A ledge 500 nm long lies on the interface between amorphous and crystalline silicon. Kink pairs form on it at $I=0.010$ per nm and second, so five pairs appear each second. If every pair completed one row of width $b=0.3325$ nm, the ledge would advance at

$$
bIL=0.3325\times0.010\times500\ \text{nm/s}=1.66\ \text{nm/s}.
$$

With a kink speed $c=20$ nm/s, the long-ledge speed derived below is only 0.21 nm/s, about one eighth of this. Most pairs evidently do not complete a row. The question is how many rows they do complete, and why the answer contains a square root.

The model is as follows. The crystal grows along the ledge in rows of width $b$. Pairs nucleate independently at rate $I$ per length and time, at every place and on every row, including rows that are still spreading. The two kinks of a pair run apart, each at speed $c$ relative to the crystal. When opposite kinks of the same row meet, they annihilate and the gap between them is closed. Here $I$ counts pairs that survive, and $c$ is the net speed after backward hops have been subtracted. The size of a nucleus is left out throughout, the site spacing and the randomness of the hops only at first.

## 2. The simple case: a short ledge

Suppose that kinks disappear at the ends of the ledge. A kink needs at most the time $L/c$ to reach an end. During that time about $IL\cdot L/c$ further pairs form. If

$$
\frac{IL^2}{c}\ll1,
$$

each row is finished before the next pair appears. Every pair then adds the area $bL$, and pairs arrive at rate $IL$. Dividing the area gained per time by the length gives

$$
v_{\text{short}}=\frac{(IL)(bL)}{L}=bIL .
$$

The kink speed drops out because the wait for a nucleus is the slow step.

For the 500 nm ledge, $L/c=25$ s and $IL^2/c=125$. The condition fails badly: many pairs share each row, and much of their possible run is cut short by annihilation.

An estimate shows what replaces $L$. In a time $t$ an undisturbed pair opens a segment of length $2ct$. The expected number of new pairs on a segment of that length in the same time is of order $I(2ct)t$. This reaches one when $t$ is about

$$
\tau=\frac{1}{\sqrt{2Ic}} .
$$

One row per time $\tau$ suggests $v\sim b/\tau$. The estimate fixes the scaling but not the numerical factor, which requires a count of kinks.

## 3. The long ledge in mean field

Let $r_+$ and $r_-$ be the numbers per length of right- and left-moving kinks. In a time $dt$ each kink of either kind adds a strip of length $c\,dt$ and width $b$. The area added per length of ledge is therefore $bc(r_++r_-)\,dt$, and

$$
v=bc\,(r_++r_-). \tag{1}
$$

Next comes the loss. A right-moving kink and a left-moving kink approach each other at relative speed $2c$. In $dt$, a given right-mover meets any left-mover that lies within $2c\,dt$ ahead of it. If the positions are uncorrelated, the expected number there is $2cr_-\,dt$. Multiplication by the density $r_+$ of right-movers gives $2cr_+r_-$ collisions per length and time. Each collision removes one kink of each kind, and each nucleation supplies one of each:

$$
\frac{dr_+}{dt}=\frac{dr_-}{dt}=I-2cr_+r_- . \tag{2}
$$

The mean-field assumption is the replacement of the density of colliding pairs by the product $r_+r_-$.

A ledge aligned with the rows has $r_+=r_-=r$. In the steady state $I=2cr^2$, so

$$
r=\sqrt{\frac{I}{2c}} . \tag{3}
$$

Insertion in (1), with both kinds of kink counted, gives

$$
v_\infty=2bcr=2bc\sqrt{\frac{I}{2c}}
=b\sqrt{\frac{4c^2I}{2c}}
=b\sqrt{2Ic}. \tag{4}
$$

One factor 2 comes from the two kinds of kink and the other from the closing speed. Together they leave the factor 2 under the root.

The square root has a direct reading. Four times the nucleation rate only doubles the kink density, because collisions grow as the square of that density. Four times the kink speed halves the density, while each kink sweeps four times as fast, and the net gain is again two.

For the example,

$$
r=\sqrt{\frac{0.010}{2\times20}}\ \text{nm}^{-1}=0.0158\ \text{nm}^{-1},
\qquad
\tau=\frac{1}{\sqrt{2\times0.010\times20}}\ \text{s}=1.58\ \text{s}.
$$

The mean spacing of all kinks is $1/(2r)=31.6$ nm, and

$$
v_\infty=\frac{0.3325\ \text{nm}}{1.58\ \text{s}}=0.210\ \text{nm/s}.
$$

In 1.58 s about eight pairs form on 500 nm, yet the ledge gains one row. This is the factor eight of the opening.

## 4. Is the product assumption justified?

The two kinks of a pair are born at the same point, so the absence of correlations is not obvious. It can be checked on a ring of length $L$, where no ends interfere. Going once around, the row number must return to its starting value, so there are equally many kinks of each kind, say $k$.

Try a state in which a configuration with right-movers at $x_1,\dots,x_k$ and left-movers at $y_1,\dots,y_k$ has the weight density

$$
w_k=r^{2k}, \tag{5}
$$

independent of the positions. Kinks of one kind are not distinguished. Three processes act on this weight.

**Motion.** Between collisions the positions shift at constant velocities. A density that does not depend on position is unchanged by such shifts.

**Loss and gain at fixed positions.** Nucleation anywhere on the ring takes the system out of the configuration at the rate $IL\,w_k$. The configuration is entered when one extra pair, present in a state with $k+1$ pairs, annihilates at some point. The closing speed is $2c$, and the meeting point can lie anywhere on the ring, so the gain is $2cL\,w_{k+1}=2cLr^2w_k$. Loss and gain cancel if $2cr^2=I$.

**Birth of a pair.** Just after nucleation, a right-mover lies immediately to the right of a left-mover, and they separate at speed $2c$. The flux out of this contact is $2c\,w_k$. It must equal the supply $I\,w_{k-1}$ from states with one pair fewer. Since $w_k=r^2w_{k-1}$, the condition is again $2cr^2=I$.

All three hold with the density (3), so the weight (5) is stationary. It is also the state that the ring approaches. If no pair forms for a time $L/(2c)$, which has a nonzero probability, every right-mover has met a left-mover and the ring is free of kinks. The ring therefore keeps returning to the same empty state and forgets how it started.

In this state the kinks are independent apart from the equality of the two numbers. That constraint loses its effect on the speed as $L\to\infty$, as the next section shows. For this model, then, the steady speed (4) is exact for an infinite aligned ledge, although it was found by a mean-field argument.

## 5. How long is long?

The same weights give the speed at any ring length. Integration over the positions gives $L^k$ for each kind of kink, and division by $k!$ for each kind removes the labels. With $z=2rL$ the normalization is

$$
Z=\sum_{k=0}^{\infty}\frac{(rL)^{2k}}{(k!)^2}
=\sum_{k=0}^{\infty}\frac{(z/2)^{2k}}{(k!)^2}=I_0(z).
$$

The functions $I_0(z)$ and $I_1(z)$ are modified Bessel functions; the plain $I$ remains the nucleation rate. Applying $z\,d/dz$ to a term of the sum multiplies it by $2k$, the total number of kinks. Since $I_0'=I_1$, the mean number is

$$
K=\frac{z}{Z}\frac{dZ}{dz}=z\,\frac{I_1(z)}{I_0(z)} .
$$

Equation (1) with $r_++r_-=K/L$ and $z/L=2r$ then gives

$$
v(L)=\frac{bcK}{L}=2bcr\,\frac{I_1(z)}{I_0(z)}
=b\sqrt{2Ic}\;\frac{I_1(z)}{I_0(z)} . \tag{6}
$$

**Short limit.** For small $z$, $I_1/I_0\approx z/2=rL$. Hence $v\approx b\sqrt{2Ic}\,\sqrt{I/(2c)}\,L=bIL$, the result of section 2.

**Long limit.** For large $z$, $I_0\propto1+1/(8z)$ and $I_1\propto1-3/(8z)$ with the same prefactor. The ratio is $1-1/(2z)$ to first order in $1/z$, so the speed tends to (4).

These formulas were tested against a simulation that uses neither kink densities nor a collision law. Nuclei are placed at random in space and time. Each receives a row number one higher than the highest row that has already spread to its position. In units of $b\sqrt{2Ic}$:

- At $z=100$ the simulated speed is 0.995, and (6) gives 0.995.
- At $z=2$ the simulated speed is 0.699, and (6) gives 0.698.
- At $z=2$ the ring is free of kinks in a fraction 0.443 of the profiles sampled. The term $k=0$ predicts $1/I_0(2)=0.439$.
- At $z=2$ the simulated kink number is 1.358 against 1.396, which is 3% low. The expected scatter follows from the weights. They give $\langle k^2\rangle=z^2/4=1$ and $\langle k\rangle=0.698$, so $2k$ has a standard deviation of 1.43. For 3000 profiles, taken as independent, the standard error is 0.026, or 2%. The count is also slightly too low by construction: the profile is read at 200 points, and two opposite kinks in the same cell cancel unseen. Each of the $k^2$ combinations shares a cell with probability 1/200, which hides $2\langle k^2\rangle/200=0.01$ kinks on average. The remaining difference of 0.028 is 1.1 standard errors.

The 500 nm ledge has $z=500/31.6=15.8$. A ring of that size would run at 0.968 of the full speed by (6); the simulation gives 0.972.

A real ledge segment may instead have ends that absorb kinks. Two bounds hold for it. Each completed row needs at least one nucleus, so $v\le bIL$. On an infinite ledge the same segment would also receive kinks from outside, which can only add rows, so $v\le b\sqrt{2Ic}$. The same argument shows that the segment cannot be faster than a ring of equal length, because cutting the ring only removes the kinks that cross the cut. A single simulation run with absorbing ends gives 0.967 of the full speed at $z=15.8$, with a sampling scatter of the order of 0.01. This run lies on the high side: the long-time value is near 0.955, a deficit about half as large again as on the ring. On a ring 500 nm is long to within about 3%, with absorbing ends to within about 5%.

## 6. A ledge that is not parallel to the rows

If the ledge is turned by a small angle $\varphi$ within the terrace, geometry forces an excess of one kind of kink. Each excess kink shifts the ledge by $b$, so the excess density is

$$
s=r_+-r_-=\frac{\tan\varphi}{b},
$$

with $r_+$ taken as the majority. Nucleation and annihilation act on pairs, so on a ring or an infinite ledge $s$ is conserved, as the difference of the two equations (2) confirms. The steady state still requires $r_+r_-=I/(2c)$. Therefore

$$
(r_++r_-)^2=(r_+-r_-)^2+4r_+r_-=s^2+\frac{2I}{c},
$$

and (1) becomes

$$
v=bc\sqrt{s^2+\frac{2I}{c}}=b\sqrt{2Ic+c^2s^2}. \tag{7}
$$

The speed is measured perpendicular to the rows. At $s=0$ equation (4) returns. At $I=0$ one finds $v=bcs=c\tan\varphi$: the built-in kinks sweep along the ledge and no nucleation is needed.

For $\varphi=0.5^\circ$, $s=0.00873/0.3325\ \text{nm}^{-1}=0.0262\ \text{nm}^{-1}$. This is close to the total density $2r=0.0316\ \text{nm}^{-1}$ of the aligned ledge. With $cs=0.525\ \text{s}^{-1}$,

$$
v=0.3325\sqrt{0.400+0.275}\ \text{nm/s}=0.273\ \text{nm/s},
$$

which is 1.30 times the aligned speed at the same $I$ and $c$. Half a degree is thus not a small misalignment for this ledge. The relevant comparison is between $\tan\varphi$ and $2rb=0.0105$, which corresponds to $0.6^\circ$. The gain lasts only while the excess is maintained. On a segment with absorbing ends the built-in kinks run out at the ends. For 500 nm they are gone after a time of the order of $L/c=25$ s, and within about twice that time the speed has fallen back to the aligned value.

Equation (7) was tested on a lattice ring of 4000 sites at the example's kink density. The excess was that of the half-degree ledge, rounded to a whole number of kinks. The simulated speed was 1.004 times the formula.

## 7. Starting from a straight ledge

At the start of an anneal the ledge may have no kinks. Set $r_+=r_-=\sqrt{I/(2c)}\,u$ in (2). Then

$$
\sqrt{\frac{I}{2c}}\,\frac{du}{dt}=I(1-u^2),
\qquad\text{so}\qquad
\frac{du}{dt}=\sqrt{2Ic}\,(1-u^2)=\frac{1-u^2}{\tau}.
$$

With $u(0)=0$ the solution is $u=\tanh(t/\tau)$. The speed is $(b/\tau)\tanh(t/\tau)$, and its integral is the mean advance

$$
h_{\text{mf}}(t)=b\ln\cosh\frac{t}{\tau}. \tag{8}
$$

At early times $h_{\text{mf}}\approx bt^2/(2\tau^2)=bIct^2$. This agrees with a direct count without collisions: a pair born at $t'$ has length $2c(t-t')$ at time $t$, and $\int_0^t 2Ic(t-t')\,dt'=Ict^2$. At late times $h_{\text{mf}}\approx b(t/\tau-\ln2)$, so mean field predicts a lasting lag of 0.69 row.

The stationarity argument of section 4 does not cover this transient, because a straight ledge is not the stationary state. After one row time the simulation gives an advance of 0.427 row and (8) gives 0.434, a difference of 2%, comparable with the sampling scatter. After three row times the values are 2.126 and 2.309, so mean field is 9% above the simulation.

The sign of this difference says something about the kinks. Let $g$ be the true density of colliding pairs, so that $dr/dt=I-2cg$ without approximation. If $g$ had never exceeded $r^2$, then $r$ could not have fallen below the mean-field solution, and neither could the advance. The simulated advance is smaller, so for part of the transient opposite kinks meet more often than the product rule allows. Equation (8) is therefore an approximation. On an infinite ledge the true lag does not settle at 0.69 row. It is about 1.3 rows after ten row times and about 1.8 after thirty, and it keeps growing roughly as $t^{1/3}$. The speed still tends to (4), but only slowly.

## 8. Roughness and random hops

The formula treats one ledge on its own. That is reasonable if the ledge does not wander into its neighbours. On the ring, take two points separated by a fraction $f$ of its length. Each of $K$ kinks, placed independently and uniformly, lies between them with probability $f$ and changes the row number by $\pm1$. The two signs are equally numerous, so the mean difference is zero and its variance is $Kf(1-f)$. The variance of the row number along the ring is half the mean squared difference between two random points:

$$
\sigma^2=\frac{K}{2}\int_0^1 f(1-f)\,df=\frac{K}{2}\cdot\frac16=\frac{K}{12}. \tag{9}
$$

Averaging over the kink number replaces $K$ by its mean. For $z=15.8$ this gives 1.28, and the simulation gives 1.29. The rms roughness of the ring is $0.3325\sqrt{1.28}\ \text{nm}=0.38$ nm. A 500 nm segment of a much longer ledge is rougher, because its two kinds of kink need not balance. The mean squared difference between two of its points is then $2r$ times their distance, which is $L/3$ on average. Half of this gives $\sigma^2=z/6=2.64$, or 0.54 nm. Since $K\approx2rL$ for a long ledge, the roughness grows as $\sqrt L$, so a much longer ledge may come into contact with its neighbours. This roughness is measured about the ledge's own mean position. Because nucleation is random, the mean positions of independent ledges also fluctuate, and their spacing becomes less even with time. A small roughness therefore excludes contact only as long as this slower wandering is small too, which is not tested here.

The continuum description also needs the kinks to be many sites apart. The site spacing along the ledge is 0.384 nm, and its ratio to the kink spacing is 0.012.

Real kinks move by random hops. In a lattice simulation with 4000 sites, each kink advanced by one site with probability 0.25 per step. The speed was $0.96\pm0.01$ of $b\sqrt{2Ic}$, with $c$ the mean speed of a free kink. The finite ring explains about 0.01 of the deficit, since $z=4000\times0.0121\approx48$ and $1/(2z)\approx0.01$. The error comes from four consecutive blocks of a single run and may be too small, so the remaining 0.03 is known only roughly, and the simulation does not show what causes it. It also leaves out backward hops, which would make the motion more random at the same mean speed.

## 9. From the ledge to the regrowing interface

Let the interface be tilted by $\alpha=4^\circ$ from (111), with equally spaced ledges of height $d=0.3135$ nm. Their spacing along the terrace is $d/\tan\alpha=4.48$ nm, eight to twelve times the roughness found above. This ratio excludes contact only early in the regrowth, because the random drift of the mean ledge positions keeps growing. If a ledge has to wait whenever it reaches the one ahead, contact can only lower the speed found below for aligned ledges. Misalignment raises it for as long as the excess kinks are maintained, as section 6 shows. Each passing ledge raises the terrace by $d$, and ledges pass at the rate $v/(d/\tan\alpha)$. The terrace therefore rises at $v\tan\alpha$. The component along the mean interface normal is smaller by $\cos\alpha$:

$$
R=v\tan\alpha\cos\alpha=v\sin\alpha
=0.2103\times0.0698\ \text{nm/s}=0.0147\ \text{nm/s},
$$

or 0.88 nm/min. Nucleation of new layers on the terraces is neglected.

Temperature enters through $I$ and $c$. If they are activated with energies $E_I$ and $E_c$, the square root in (4) halves the sum of the exponents, and the ledge speed has the activation energy

$$
E_v=\frac{E_I+E_c}{2}=\frac{3.0+2.4}{2}\ \text{eV}=2.7\ \text{eV}.
$$

For long, aligned ledges a measured activation energy of the speed therefore fixes only the mean of the two. On short ledges it would be $E_I$, and where built-in kinks dominate it would be $E_c$. At 823 K, a specimen 5 K hotter than assumed regrows faster by the factor

$$
\exp\!\left[\frac{E_v}{k_B}\left(\frac{1}{823.15\ \text{K}}-\frac{1}{828.15\ \text{K}}\right)\right]=1.26 .
$$

How does this compare with real silicon? Undoped amorphous silicon on (100) regrows at very roughly 0.1 nm/s near 550 °C, with an activation energy near 2.7 eV, and regrowth near (111) is slower by roughly an order of magnitude or more. The model's 0.015 nm/s is of a similar size because $I$ and $c$ were chosen as round numbers to put it there at a tilt of 4°, and the two energies were chosen to give 2.7 eV. Neither figure is a prediction. The speed of long, aligned ledges fixes only the product $Ic$, not the two values separately. Among the effects sized here, half a degree of maintained misalignment (30%) and a 5 K temperature error (26%) matter far more than the ledge length (3 to 5%) or random forward hops (a few per cent, judged from one run). Heavy doping can change real regrowth speeds by a factor of several. In this model, a fourfold change of $v$ on an aligned ledge would require a sixteenfold change of the product $Ic$. Regrowth near (111) can also produce twins, and a twinned region falls outside a model in which every new row continues the same crystal. The remaining figures are in the numerical output.

## Table of computed values

```
INPUTS
cubic cell of silicon            0.543 nm
temperature                      823.15 K
kink speed c                     20.0 nm/s
pair nucleation rate I           0.010 1/(nm s)
activation energy of c           2.4 eV
activation energy of I           3.0 eV
interface tilt from (111)        4.0 degrees
ledge misalignment               0.5 degrees
ledge length                     500 nm
EXAMPLE
site spacing along ledge         0.3840 nm
row spacing b                    0.3325 nm
ledge height                     0.3135 nm
ledge spacing                    4.48 nm
density of kinks of one sign     0.01581 1/nm
mean spacing of all kinks        31.6 nm
time per row                     1.58 s
ledge speed b sqrt(2Ic)          0.2103 nm/s
interface speed                  0.0147 nm/s
interface speed                  0.880 nm/min
SIMULATION AGAINST FORMULA (speeds in units of b sqrt(2Ic))
ring z=100: simulated, formula   0.995, 0.995
ring z=2: simulated, formula     0.699, 0.698
ring z=2 kinks: sim., formula    1.358, 1.396
ring z=2 kink-free: sim., form.  0.443, 0.439
rows after 1 row time: sim., mf  0.427, 0.434
rows after 3 row times: sim., mf 2.126, 2.309
misaligned lattice: sim./formula 1.004
NEGLECTED EFFECTS IN THE EXAMPLE
z of the 500 nm ledge            15.81
ring of that z: sim., formula    0.972, 0.968
absorbing ends, simulated        0.967
row variance: sim., formula      1.29, 1.28
ledge roughness (rms)            0.38 nm
site spacing / kink spacing      0.0121
random hops: speed ratio, error  0.96, 0.01
excess kinks from misalignment   0.02624 1/nm
misaligned ledge speed           0.2733 nm/s
misaligned / aligned speed       1.300
activation energy of ledge speed 2.70 eV
speed factor for 5 K hotter      1.258
```
